# Parabolic growth and incubation in nucleation-limited silicides

## Question

I am modelling the last step of a contact silicidation, in which a monosilicide reacts with the silicon beneath it:

$$\mathrm{MSi}+\mathrm{Si}\rightarrow\mathrm{MSi_2}.$$

I have been using the parabolic law $h^2=2Kt$ for the thickness $h$ of the disilicide. With my diffusivity a 50 nm layer should take a few hundredths of a second at 1000 K. The law also says that some product is present after any anneal, however short.

Suppose instead that a contact shows no disilicide for many seconds and then converts quickly. My first reaction would be that the diffusivity must be much smaller than I thought. Is that the only reading? Can there be a delay although diffusion is fast, and if so, is it a true threshold or just very slow growth?

## Answer

A small diffusivity is not the only reading. The parabolic law describes the thickening of a layer that already exists, and it says nothing about how long the first piece of that layer takes to appear. To separate the two times, I derive each from the same driving force and the same diffusivity.

I use eV, nm, s and K. The parameters are round model values and belong to no particular metal. Let $m$ be the free energy gained per formula unit of $\mathrm{MSi_2}$, net of strain energy, and $\Omega$ the volume of that unit. I take $m=0.1$ eV and $\Omega=0.04$ nm³, both independent of temperature. The diffusivity is $D=D_0e^{-Q/kT}$ with $D_0=10^{12}$ nm²/s and $Q=1.5$ eV. At 1000 K, $kT=0.0862$ eV and $D=2.76\times10^4$ nm²/s.

### What the parabolic law assumes

Let a continuous disilicide layer separate MSi from Si, and let silicon move through it. Each silicon atom that arrives at the MSi side makes one formula unit of product. If the reactions at both interfaces are fast, the whole free energy $m$ is spent on transport, so the chemical potential gradient is $m/h$. Linear response gives the atomic flux

$$j=\frac{D}{\Omega kT}\,\frac{m}{h}.$$

Here $D$ is defined so that $D/\Omega$ is the product of mobile-atom density and diffusivity, taken as uniform in the layer. Each arriving atom adds a volume $\Omega$, hence

$$\frac{dh}{dt}=\Omega j=\frac{K}{h},\qquad K=\frac{Dm}{kT}.$$

Multiplying by $h$ and integrating from $h=0$ at $t=0$ gives $h^2=2Kt$. The time to reach thickness $h$ is

$$t_h=\frac{h^2}{2K}=\frac{h^2kT}{2Dm}.$$

In the example $K=3.20\times10^4$ nm²/s, so that $t_h=2500/(6.40\times10^4)=0.039$ s for 50 nm. Adding up the times for successive lattice planes, with forward and backward hopping rates, gives the same value within 0.5%.

A sluggish interface reaction does not by itself produce a delay. Let a part $m_i$ of the driving force be spent at the interface, which then moves at speed $\kappa m_i/m$. The remainder drives diffusion:

$$\frac{dh}{dt}=\kappa\frac{m_i}{m}=\frac{K}{h}\left(1-\frac{m_i}{m}\right).$$

The first equality gives $m_i/m=(dh/dt)/\kappa$. Inserting this into the second gives $(h+K/\kappa)\,dh/dt=K$, and integration yields

$$t=\frac{h^2}{2K}+\frac{h}{\kappa}.$$

Growth is now linear at first, but it still begins at $t=0$. What is missing in both laws is the creation of the layer.

### The cost of the first nucleus

A nucleus of $\mathrm{MSi_2}$ removes some MSi/Si interface, of energy $s_{\rm old}$ per area, and creates two new interfaces. I give both new ones the same isotropic energy $s$. The nucleus is then a symmetric lens made of two spherical caps of radius $R$, which meet the old interface at an angle $\theta$. Balance of the interface tensions along the old interface requires

$$s_{\rm old}=2s\cos\theta .$$

Write $c=\cos\theta$. The two caps have total area $4\pi R^2(1-c)$, and the removed disc has area $\pi R^2(1-c^2)$. The interface energy is therefore

$$\begin{aligned}
F_s&=4\pi R^2s(1-c)-2sc\,\pi R^2(1-c^2)\\
&=2\pi R^2s\,(2-3c+c^3)=4\pi R^2s f,
\end{aligned}$$

with $f=(2-3c+c^3)/2$. The volume of the lens is

$$V=\frac{2\pi R^3}{3}(2-3c+c^3)=\frac{4\pi R^3}{3}f.$$

With $g=m/\Omega$, the free energy of the nucleus is

$$G(R)=f\left(4\pi R^2s-\frac{4\pi}{3}R^3g\right).$$

Its derivative, $f(8\pi Rs-4\pi R^2g)$, vanishes at $R^*=2s/g$. Substitution gives the barrier

$$W=f\left(\frac{16\pi s^3}{g^2}-\frac{32\pi s^3}{3g^2}\right)=\frac{16\pi s^3}{3g^2}f.$$

Let all three interface energies be 1.5 eV/nm², or 0.24 J/m². Then $c=1/2$, $\theta=60^\circ$ and $f=0.3125$. With $g=0.1/0.04=2.5$ eV/nm³, the critical radius is 1.2 nm and

$$W=\frac{16\pi(1.5)^3(0.3125)}{3(2.5)^2}=2.83\ \text{eV}=32.8\,kT.$$

A numerical search over lens shape and size finds the same angle and barrier.

The barrier can also be negligible. Since $f=(1-c)^2(2+c)/2$, it vanishes as $c\to1$, that is, as $s_{\rm old}\to2s$. For $s_{\rm old}=2.85$ eV/nm² the formula gives 0.033 eV, less than $kT$. Classical nucleation theory is no longer quantitative there, but the conclusion is clear: a product that nearly wets the interface has no appreciable barrier in this model, and the parabolic description can start at once.

The size of $m$ matters as well. The growth constant $K$ is proportional to $m$, whereas $W$ is proportional to $1/m^2$. Doubling $m$ halves the parabolic time but reduces the barrier from $32.8\,kT$ to $8.2\,kT$. A transition with a small free energy gain is thus a natural candidate for nucleation control.

### From the barrier to a rate

Let $n=V/\Omega$ be the number of formula units in the lens. Volume scales as $R^3$ and interface energy as $R^2$, so

$$E(n)=-nm+\eta n^{2/3},$$

where $\eta$ is a constant. At the maximum, $m=\tfrac23\eta (n^*)^{-1/3}$, so $\eta=\tfrac32m(n^*)^{1/3}$. Then

$$W=E(n^*)=\frac{mn^*}{2},\qquad n^*=\frac{2W}{m}=56.5,$$

$$E''(n^*)=-\frac29\eta (n^*)^{-4/3}=-\frac{m}{3n^*}=-\frac{2W}{3(n^*)^2}.$$

Consider one nucleation site, initially empty, with $E(0)=0$. A cluster gains a unit at rate $\beta_n$, and a cluster of $n+1$ units loses one at rate $\alpha_{n+1}$. Detailed balance requires

$$\beta_ne^{-E(n)/kT}=\alpha_{n+1}e^{-E(n+1)/kT}.$$

Let $p_n$ be the steady populations, with $p_0=1$ and with clusters removed at a size $N$ well beyond $n^*$. The same current $k$ passes every step. With $q_n=p_ne^{E(n)/kT}$,

$$k=\beta_np_n-\alpha_{n+1}p_{n+1}=\beta_ne^{-E(n)/kT}(q_n-q_{n+1}).$$

Dividing by the prefactor and summing over $n$ leaves $q_0-q_N=1$ on the right:

$$\frac1k=\sum_{n=0}^{N-1}\frac{e^{E(n)/kT}}{\beta_n}.$$

The sum is dominated by sizes near $n^*$. There I expand $E$ to second order and replace the sum by a Gaussian integral, which gives

$$k=\beta^*Ze^{-W/kT},\qquad Z=\sqrt{\frac{|E''(n^*)|}{2\pi kT}}=\sqrt{\frac{W}{3\pi kT(n^*)^2}}.$$

For the attachment rate I use $\beta^*=(D/\lambda^2)S^*$, with jump length $\lambda=\Omega^{1/3}=0.342$ nm. The number of surface sites on the critical lens is $S^*=4\pi (R^*)^2(1-c)/\lambda^2=77.4$. With $Z=0.033$,

$$k=\frac{2.76\times10^4}{0.117}(77.4)(0.033)e^{-32.81}=3.4\times10^{-9}\ \text{s}^{-1}.$$

Solving the complete chain numerically, without the Gaussian step, changes this by less than 1%. The formula was tested in this way at 900, 1000 and 1100 K.

### The wait in a small contact

With one site per area $\lambda^2$, the nucleation rate per area is $J=k/\lambda^2=2.9\times10^{-8}$ nm⁻² s⁻¹. Nuclei are so rare that the sites can be treated as independent. The probability $P_0$ that a contact of area $A$ has no nucleus obeys $dP_0/dt=-JAP_0$, so

$$P_0(t)=e^{-JAt},\qquad t_{\rm wait}=\int_0^\infty P_0\,dt=\frac1{JA}.$$

For a contact 1 µm square, $A=10^6$ nm² and $t_{\rm wait}=1/0.0289=35$ s. This is about 900 times the parabolic time.

Once a nucleus exists, it must spread. A front fed by transport over a distance of order $h$ moves at roughly $v=K/h=640$ nm/s. I use this as an estimate and neglect the 0.04 s needed for local thickening. To avoid edge effects, let the square of side $L$ be periodic. The mean distance from the nucleus to a random point is then the mean distance from the centre of the square. Eight equal triangles give

$$\bar d=\frac8{L^2}\int_0^{\pi/4}\!d\varphi\int_0^{L/(2\cos\varphi)}\!r^2dr
=\frac L3\int_0^{\pi/4}\frac{d\varphi}{\cos^3\varphi}.$$

The last integral equals $\tfrac12[\sqrt2+\ln(1+\sqrt2)]$, so $\bar d=0.383L$ and the mean travel time is $0.60$ s.

No point can convert before the first nucleus appears, and none converts later than the arrival of the front from that nucleus. The mean conversion time $\bar t$ of a point therefore satisfies

$$\frac1{JA}\le\bar t\le\frac1{JA}+\frac{\bar d}{v}.$$

As $v\to\infty$ at fixed $J$, the two bounds meet at $1/(JA)$. Infinitely fast transport leaves the whole nucleation wait in place. In a simulation with random nuclei, the mean first nucleation time was 34.7 s and the mean conversion time 35.3 s. Making the front 1000 times faster brought the latter back to 34.7 s. The sampling error of these waits is about 0.5%.

### Is it a true threshold?

It is a kinetic threshold, and a soft one. The exponential distribution has no strict dead time: after 10 s, 75% of such contacts still have no nucleus, but 25% have one. Nominally identical contacts will therefore convert at widely different times.

There is also a genuine build-up lag, because the cluster populations need time to reach their steady values. In the chain with $N=4n^*$ it is $4\times10^{-5}$ s, about a millionth of the mean wait. It changes by less than a factor of two for $N$ between $1.5n^*$ and $40n^*$. The incubation seen here is the waiting time for a rare event, not the slow assembly of one cluster.

Let $t_1$ be the time at which the front reaches a given point, including the random wait for the nucleus. If the layer there then thickens by diffusion alone, its local thickness follows $h^2=2K(t-t_1)$. Fitting the parabolic law from $t=0$ would turn the wait into a falsely small $K$. The thickness averaged over the whole contact does not follow this law, because here the front takes much longer to cross the contact than the layer takes to thicken.

### A blanket film

A large film does not wait for one nucleus to cover everything. A given point is still unconverted at time $t$ if no nucleus born at an earlier time $t'$ lay within the distance $v(t-t')$. The expected number of such nuclei is

$$\int_0^tJ\pi v^2(t-t')^2dt'=\frac{\pi}{3}Jv^2t^3.$$

For independent random nuclei, the probability of finding none is the exponential of minus this number. The converted fraction is

$$X(t)=1-\exp\left(-\frac{\pi}{3}Jv^2t^3\right).$$

At early times $X$ grows as $t^3$, whereas parabolic thickness grows as $t^{1/2}$. Solving for the time gives

$$t_X=\left[\frac{-3\ln(1-X)}{\pi Jv^2}\right]^{1/3}.$$

In the example 1% is converted after 0.93 s and half after 3.8 s. If the reaction stops locally at 50 nm because the monosilicide is used up, the film-averaged thickness at 0.93 s is about 1% of 50 nm, or 0.5 nm, although the parabolic law would have completed the layer at 0.039 s.

Here faster fronts do help, since $t_X\propto v^{-2/3}$ at fixed $J$. This does not contradict the small-contact result. The blanket formula requires a film much wider than the distance $vt_{1/2}\approx2.4$ µm covered by a front in the half-conversion time. As $v$ rises in a film of finite area, this condition eventually fails and the limit $1/(JA)$ takes over. The 1 µm contact is already on that side.

### What if the same diffusivity controls nucleation?

So far I have varied $v$ at fixed $J$. In the rate derived above, however, attachment to the nucleus is itself proportional to $D$. Raising $D$ then does shorten the wait:

$$t_{\rm wait}=\frac{\lambda^2}{Ak}=\frac{\lambda^4e^{W/kT}}{ADS^*Z}.$$

But the parabolic time also falls as $1/D$. Dividing by $t_h=h^2kT/(2Dm)$ gives

$$\frac{t_{\rm wait}}{t_h}=\frac{2m\lambda^4e^{W/kT}}{kT\,A h^2S^*Z}\approx 880,$$

from which $D$ has cancelled. With $D$ a thousand times larger, the wait is 0.035 s and the parabolic time $3.9\times10^{-5}$ s. The delay may then escape a slow measurement, but nucleation remains the slower step by the same factor. "Diffusion is rapid" therefore does not imply "growth is parabolic from the start". At a given temperature and driving force, the comparison is decided mainly by the barrier, the area and the thickness.

### Temperature dependence

Put $x=1/kT$. With $m$ and the interface energies constant, $W$ is constant and $Z\propto x^{1/2}$. Apart from constants,

$$\ln t_{\rm wait}=(Q+W)x-\tfrac12\ln x,\qquad \ln t_h=Qx-\ln x.$$

Differentiation with respect to $x$ gives the apparent activation energies

$$Q+W-\tfrac12kT=4.28\ \text{eV},\qquad Q-kT=1.41\ \text{eV}.$$

The barrier makes the wait far more sensitive to temperature:

- At 900 K the wait is 8700 s, and the parabolic time 0.24 s.
- At 1000 K they are 35 s and 0.039 s.
- At 1100 K they are 0.38 s and 0.0088 s.

For a 60 s anneal, the mean wait equals the anneal time at 989 K. The parabolic time does so at 693 K. Between these temperatures the parabolic law predicts a complete layer, while the mean wait exceeds the anneal. At 900 K the probability of no nucleus after 60 s is $e^{-60/8700}$, or 99%.

The value of 989 K is thus an apparent threshold temperature, and it depends on the experiment. For 600 s it moves down to 946 K, and for 6 s up to 1037 K, about 45 K per factor of ten. Since $t_{\rm wait}\propto1/A$, a larger contact also has a lower threshold, as long as one nucleus still converts it. At 1100 K that condition is beginning to fail: $v=h/(2t_h)$ is about 2800 nm/s, so a front needs 0.35 s to travel 1 µm, nearly as long as the wait itself.

### How far to trust the numbers

The waiting time depends exponentially on a barrier that contains $s^3$. Raising all three interface energies by 5% raises $W$ by 16%, or $5.2\,kT$, and lengthens the wait by a factor of about 170, including the small change of the prefactor $S^*Z$. The 35 s is an illustration of the mechanism, not a prediction for a real contact.

The temperature results also rest on a constant $m$, which is a weak assumption when $m$ is small. Since $W\propto1/m^2$ and $S^*Z$ does not depend on $m$, a slope $dm/dT$ adds $2W(T/m)\,dm/dT$ to the apparent activation energy of the wait. With $m=0.1$ eV at 1000 K and $dm/dT=+k$, the 4.28 eV becomes about 9.2 eV, and the shift falls to about 22 K per factor of ten. With $dm/dT=-k$ it becomes about $-0.6$ eV, so the wait lengthens on heating. For a real silicide, the reaction entropy must be known before a threshold temperature is estimated.

The model also assumes equivalent sites. Grain boundaries or defects with a lower barrier can dominate, and if their number varies between contacts, the waits no longer follow one exponential. A disilicide seed already present reliably removes the nucleation wait only if it is clearly larger than the critical nucleus. Near the critical size it may either grow or dissolve, and a clearly smaller one will most likely dissolve.

For your case, I would compare many identical small contacts before lowering $D$. Slow parabolic growth predicts a thin layer in all of them after a short anneal. If a front crosses the contact in a time much shorter than the mean wait, nucleation control predicts a mixture of unconverted and largely converted contacts, with the unconverted share falling as $e^{-JAt}$ for equivalent sites. The values used here are listed in the numerical output below.

## Calculated quantities

```
formula-unit volume: 0.04 nm^3; gain m: 0.1 eV
each interface energy: 1.5 eV/nm^2 = 0.240 J/m^2
D0: 1.0e+12 nm^2/s; Q: 1.5 eV; temperature: 1000 K
layer thickness: 50 nm; contact side: 1000 nm
kT: 0.08617 eV; jump length: 0.3420 nm
gain per volume g: 2.500 eV/nm^3
lens angle found by minimization: 60.000 deg
critical radius of curvature: 1.200 nm
critical size n*: 56.55 formula units
barrier W, formula: 2.8274 eV; search: 2.8274 eV
W/kT: 32.81
near-wetting old interface energy: 2.85 eV/nm^2
near-wetting barrier: 0.0334 eV
critical surface sites S*: 77.36
Zeldovich factor Z: 0.03300
diffusivity D: 2.7563e+04 nm^2/s
growth constant K: 3.1986e+04 nm^2/s
rate per site, formula: 3.3854e-09 1/s
rate per site, chain: 3.3706e-09 1/s
nucleation rate J: 2.8945e-08 1/(nm^2 s)
parabolic time, formula: 0.03908 s; hopping: 0.03924 s
mean wait, formula: 34.549 s; chain: 34.700 s
cluster build-up lag: 3.915e-05 s
wait/parabolic time, formula: 884.1
same ratio, chain and hopping, D x 1000: 884.3
with D x 1000: wait 0.03470 s, parabolic 3.924e-05 s
front speed v = K/h: 639.7 nm/s; mean travel time: 0.598 s
sampled mean first nucleus: 34.736 s
sampled mean point conversion, v: 35.336 s
sampled mean point conversion, 1000 v: 34.736 s
contacts without nucleus at 10 s, formula: 0.7487; sampled: 0.7527
blanket film 1%, 10%, 50% times: 0.932, 2.040, 3.823 s
sampled blanket fractions at 10%, 50% times: 0.1032, 0.5048
blanket half-time gain for doubled v, sampled: 1.577; formula: 1.587
activation energy of wait, chain: 4.2840 eV; formula: 4.2843 eV
activation energy of parabolic time, hopping: 1.4138 eV; formula: 1.4138 eV
at 900 K: wait 8686 s, parabolic 0.2433 s
at 1000 K: wait 34.55 s, parabolic 0.03908 s
at 1100 K: wait 0.3771 s, parabolic 0.008833 s
wait equals 60 s at 989.0 K
parabolic time equals 60 s at 693.2 K
wait equals 600 s at 945.7 K, 6 s at 1036.5 K
```
